# Volkov-Pankratov Levels of a Linear Dirac Mass at a Band-Inverted Heterojunction, part 2

The problem is to find the electron levels near an L point at a planar junction between IV-VI semiconductors, where the bands are inverted on the left and normal on the right. The junction normal is \(z\), with \(k_z=-i\,d/dz\). The in-plane wave numbers \(k_x,k_y\), of magnitude \(k\), are conserved. Pauli matrices \(\tau\) act on the two bands and \(\sigma\) on the Kramers index. The half-gap \(\Delta(z)\), also called the mass, is signed, and \(\Delta'\) is its derivative. With the valley axis along \(z\), velocities \(v_z,v_p\) equal on both sides and a level mid-gap taken as zero energy, the model is

\[
H=H_z+H_p,
\]
\[
H_z=\hbar v_zk_z\tau_x\sigma_z+\Delta(z)\tau_z,\qquad
H_p=\hbar v_p\tau_x(\sigma_xk_x+\sigma_yk_y).
\]

The chirality \(C=\tau_y\sigma_z\) has values \(\pm1\), and

\[
H_z^2=\hbar^2v_z^2k_z^2+\Delta^2-\hbar v_z\Delta' C .
\]

At \(k=0\), a mass rising through zero binds a Kramers pair of zero modes with \(C=+1\):

\[
\psi(z)=\exp\!\left[-\frac{C}{\hbar v_z}\int_0^z\Delta(s)\,ds\right]\psi(0).
\]

For the unlimited ramp \(\Delta=Fz\), with \(F>0\) and \(\lambda=\sqrt{\hbar v_z/F}\), the levels are

\[
E_{N,\pm}(k)=\pm\sqrt{\hbar^2v_p^2k^2+2N\hbar v_zF},\qquad N\ge1,
\]

each doubly degenerate, and the massless branch

\[
E_{0,\pm}(k)=\pm\hbar v_pk,
\]

with each branch single. The oscillator index \(n=0,1,2,\dots\) of the functions of \(z\) satisfies \(N=n\) for \(C=+1\) and \(N=n+1\) for \(C=-1\).

The example is a PbTe-based junction at 77 K, with \(v_z=2.5\times10^5\) m/s, \(v_p=8.0\times10^5\) m/s and a half-gap that rises by 100 meV over 10 nm on each side of the node. Then \(F=10.0\) meV/nm, \(\hbar v_z=0.1646\) eV nm, \(\hbar v_p=0.5266\) eV nm and \(\lambda=4.06\) nm. The linear-ramp formulas were checked by diagonalizing \(H\) on a ring with one rising and one falling junction, at \(k=0.05\ \text{nm}^{-1}\).

## Finite junctions and the size of what was left out

The symbols carried over are these. The matrices \(\tau\) and \(\sigma\) act on the band and Kramers indices, \(\Delta(z)\) is half the signed gap, and \(F\) is its slope. The normal and in-plane velocities are \(v_z\) and \(v_p\), the in-plane wave number is \(k\), and \(\lambda=\sqrt{\hbar v_z/F}\). The Hamiltonian is \(H=H_z+H_p\), with \(H_z=\hbar v_zk_z\tau_x\sigma_z+\Delta\tau_z\) and \(H_p=\hbar v_p\tau_x(\sigma_xk_x+\sigma_yk_y)\). The chirality is \(C=\tau_y\sigma_z\). For \(\Delta=Fz\) the levels are \(\pm\hbar v_pk\), each single, and \(\pm\sqrt{\hbar^2v_p^2k^2+2N\hbar v_zF}\) for \(N\ge1\), each double. The example has \(F=10.0\) meV/nm, \(\hbar v_z=0.1646\) eV nm, \(\hbar v_p=0.5266\) eV nm and \(\lambda=4.06\) nm.

A real mass cannot grow without limit. Let it rise linearly from \(-\Delta_0\) to \(\Delta_0\) between \(z=-\ell\) and \(z=\ell\), and stay constant outside, so that \(F=\Delta_0/\ell\). A state at \(k=0\) is bound if its energy lies inside the gap, \(|E|<\Delta_0\). Finite \(k\) adds the same amount \(\hbar^2v_p^2k^2\) to the squares of the level and of the bulk edge, so, in this first-order model with a level mid-gap, the number of bound branches does not depend on \(k\). Setting the linear-mass energy below \(\Delta_0\) gives the estimate

\[
2N\hbar v_z\frac{\Delta_0}{\ell}<\Delta_0^2
\quad\Longrightarrow\quad
N<\frac{\Delta_0\ell}{2\hbar v_z}.
\]

For \(\Delta_0=100\) meV and \(\ell=10\) nm the right side is \(0.100\times10/(2\times0.1646)=3.04\). The third level is thus close to the edge, where the linear formula is least secure.

The direction of the correction can be derived. Since \(C\) anticommutes with \(H_z\), \(H_z\) carries a state of nonzero energy from one chirality to the other, and every nonzero \(E^2\) appears in both chiralities. It is enough to study \(C=-1\), which has no zero mode at a rising junction:

\[
\left[-\hbar^2v_z^2\frac{d^2}{dz^2}+\Delta^2+\hbar v_z\Delta'\right]g=E^2g .
\]

Inside the ramp, the potential in this equation equals that of the linear problem. Outside, it is \(\Delta_0^2\), whereas the linear problem has the larger value \(F^2z^2+\hbar v_zF\). Lowering a potential cannot raise any bound eigenvalue, by the variational principle. Saturation therefore lowers the levels with \(N\ge1\), and each linear level below \(\Delta_0\) has a bound counterpart. The estimate above is therefore a lower bound on the count, since saturation can pull in a level that the linear formula puts above the edge: for \(\ell=3\) nm the right side is 0.91, yet one excited level is bound, at 97 meV.

The numerical solution of this equation gives 57.4, 80.9 and 97.3 meV, against 57.4, 81.1 and 99.4 meV for the unlimited ramp. Three excited levels are bound, and the shift grows from 0.02 meV for \(N=1\) to 2.0 meV for \(N=3\). A separate diagonalization of the four-component Hamiltonian, on a ring of length 160 nm with the same saturated profile, found the same number of levels and agreed to within 0.06 meV.

The opposite limit is an abrupt junction. As \(\ell\to0\), \(\Delta^2\) equals \(\Delta_0^2\) everywhere except at one point, and \(\hbar v_z\Delta'\) becomes a repulsive spike. The operator for \(C=-1\) then has no eigenvalue below \(\Delta_0^2\). All excited bound levels disappear, while the massless branch remains, with profile \(\exp(-\Delta_0|z|/\hbar v_z)\). For a single junction of this kind, bound excited levels thus require a ramp of finite width, while the massless branch requires only that the mass change sign.

The L valleys do not all have their axes along the normal. For a junction in a (111) plane, one valley does, and the other three have axes at an angle \(\theta\) with \(|\cos\theta|=1/3\). Let the symmetric matrix \(V\) have eigenvalue \(v_z\) along the valley axis and \(v_p\) across it. The kinetic part becomes \(\tau_x\boldsymbol\sigma\cdot(\mathbf a k_z+\mathbf b)\), where

\[
\mathbf a=\hbar V\hat{\mathbf z},\qquad \mathbf b=\hbar V(k_x,k_y,0)^T .
\]

Split \(\mathbf b\) into a part along \(\mathbf a\) and a part \(\mathbf b_\perp\) across it. The first part turns \(k_z\) into \(k_z+\mathbf a\cdot\mathbf b/|\mathbf a|^2\). The added constant is removed by the phase factor \(\exp(-iz\,\mathbf a\cdot\mathbf b/|\mathbf a|^2)\), which does not affect the mass. What remains has the form already solved, with \(|\mathbf a|\) in place of \(\hbar v_z\) and \(|\mathbf b_\perp|\) in place of \(\hbar v_pk\):

\[
E^2=|\mathbf b_\perp|^2+2N|\mathbf a|F .
\]

Resolving \(\hat{\mathbf z}\) along and across the valley axis gives

\[
|\mathbf a|=\hbar\sqrt{v_z^2\cos^2\theta+v_p^2\sin^2\theta}
=\sqrt{\frac{0.1646^2}{9}+\frac{8(0.5266)^2}{9}}\ \text{eV nm}=0.4995\ \text{eV nm}.
\]

The first level of a tilted valley is therefore \(\sqrt{2(0.4995)(0.0100)}\) eV \(=100\) meV on an unlimited ramp, almost at the bulk edge. With the saturated mass it lies at 94.4 meV and is the only excited bound level of that valley. The valley orientation thus moves the first level from 57 to 94 meV, with the junction profile held fixed.

The middle of the gap need not be level across the junction. Suppose it varies as \(\beta Fz\) in the graded region, with \(|\beta|<1\). For the unlimited ramp this can be solved in closed form. The equation is

\[
\left[\hbar v_zk_z\tau_x\sigma_z+H_p+Fz(\tau_z+\beta)-E\right]\psi=0 .
\]

Put \(\psi=S\varphi\) with \(S=e^{\eta\tau_z/2}\), and multiply from the left by \(S\). Because \(\tau_x\) anticommutes with \(\tau_z\), \(S\tau_xS=\tau_x\), so both kinetic terms are unchanged. For the rest, use \(S^2=\cosh\eta+\tau_z\sinh\eta\):

\[
S(\tau_z+\beta)S=\tau_z(\cosh\eta+\beta\sinh\eta)+(\sinh\eta+\beta\cosh\eta).
\]

Choose \(\tanh\eta=-\beta\), and let \(\gamma=\cosh\eta=1/\sqrt{1-\beta^2}\), so that \(\sinh\eta=-\beta\gamma\). The second bracket vanishes, and the first becomes \(\gamma(1-\beta^2)=1/\gamma\). Also \(SES=\gamma E(1-\beta\tau_z)\). Collecting terms,

\[
\left[\hbar v_zk_z\tau_x\sigma_z+H_p+
\left(\frac{Fz}{\gamma}+\gamma\beta E\right)\tau_z-\gamma E\right]\varphi=0 .
\]

The constant added to the mass only moves its zero to another position. Hence \(\gamma E\) is a level of the original problem with slope \(F/\gamma\):

\[
E=\pm\sqrt{1-\beta^2}\,\sqrt{\hbar^2v_p^2k^2+2N\hbar v_zF\sqrt{1-\beta^2}} ,
\]

with single branches for \(N=0\). Energies are measured from mid-gap at the point where the mass vanishes. At \(k=0\) the levels shrink by \((1-\beta^2)^{3/4}\), and the velocity of the massless branch by \((1-\beta^2)^{1/2}\). Diagonalization at \(k=0.05\ \text{nm}^{-1}\) for \(\beta=0.3\) and \(0.5\) reproduced this formula for \(N=0\) to \(3\) within 0.02 meV.

With \(\beta=0.3\), mid-gap changes by 30 meV from the centre to each edge of the graded layer. By the formula for the unlimited ramp, the first level falls from 57.4 to 53.5 meV, and the massless branch keeps 0.954 of its velocity. The two bulk gaps are now displaced by \(+30\) and \(-30\) meV, so the energies forbidden on both sides shrink to \(|E|<70\) meV. The linear formula puts the second level at \(81.1\times0.91^{3/4}=75.6\) meV, outside this window. It can then escape into one bulk band. Saturation lowers levels, so this needs confirming: with the saturated profile the only bound excited levels at \(k=0\) are \(\pm53.3\) meV, and the tilted valleys keep none.

An electric field confined to the graded layer acts in the same way. The value \(|\beta|=1\) is reached at \(F/e=0.100\) MV/cm. The reason for the collapse can be seen from the local relation at \(k=0\),

\[
(E-\beta Fz)^2=\hbar^2v_z^2k_z^2+F^2z^2 .
\]

For \(|\beta|>1\), \(k_z^2\) becomes positive and grows at large \(|z|\), so on an unlimited ramp the electron is no longer confined.

Terms quadratic in wave number were also omitted. Consider first \(Bk_z^2\tau_z\), which makes the gap depend on \(k_z\). In the wave-number representation \(z=i\,d/dk_z\), so the coefficient of \(\tau_z\) is \(iF\,d/dk_z+Bk_z^2\). Writing the wave function as \(\exp(iBk_z^3/3F)\) times a new function, the derivative of the phase yields \(-Bk_z^2\), which cancels the added term. On an unlimited ramp this term therefore leaves every level where it was. Saturation spoils the cancellation to an extent not computed here. The in-plane counterpart \(B_pk^2\tau_z\) adds a constant to the mass. On an unlimited ramp this only moves the node, but with saturation it narrows the gap on the inverted side as \(k\) grows. For far-band transverse masses of roughly 0.06 and 0.10 \(m_e\), as in PbTe, \(B_p\approx0.5\) eV nm\(^2\); at \(k=0.10\ \text{nm}^{-1}\) the inverted half-gap falls to 95 meV and the third level of the valley along the normal is no longer bound.

A term \(Dk_z^2\) common to both bands does shift the levels. To first order the shift is \(D\langle k_z^2\rangle\). In the oscillator state \(n\), \(\langle k_z^2\rangle=(2n+1)/(2\lambda^2)\). The zero mode has \(n=0\) and moves by \(D/(2\lambda^2)\). An excited state at \(k=0\) has equal weight in both chiralities, because \(CH_z+H_zC=0\) implies \(2E\langle C\rangle=0\). It therefore averages \(n=N\) and \(n=N-1\), which gives a shift \(ND/\lambda^2\).

Taking the free-electron value \(D=\hbar^2/2m_e=0.0381\) eV nm\(^2\) to set the scale, the estimates are \(0.0381/(2\times16.46)\) eV \(=1.16\) meV for \(N=0\) and 2.32 meV for \(N=1\). Diagonalization gives 1.16 and 2.22 meV; the remaining 0.1 meV for \(N=1\) lies beyond first order. The crossing of the massless branch moves away from mid-gap but does not split, since the added term respects time reversal and the crossing is a Kramers pair.

Temperature enters in two ways. At 77 K the thermal energy is 6.6 meV, below the spacings of 57, 24 and 16 meV between successive saturated levels of the valley along the normal. This does not by itself make them resolvable: the energy derivative of the Fermi function has a full width at half maximum of about 3.5 thermal energies, or 23 meV, which exceeds the smallest spacing and nearly equals the next. Broadening by disorder is not estimated. Warming also changes the gaps. Assume, roughly, that \(\Delta\) rises by 0.20 meV/K on both sides, with velocities and slope held fixed. From 77 to 300 K it rises by 44.6 meV. The zero of the mass moves by 4.5 nm into the inverted side, whose half-gap falls to 55.4 meV. One excited level remains, at 54.7 meV. Its margin of 0.7 meV is far below the thermal energy of 25.9 meV and smaller than the uncertainty of the inputs, so its survival at room temperature cannot be predicted from this estimate.

Carriers fill the massless branches first. For the valley along the normal, with one state per wave vector, filling up to energy \(E\) takes a sheet density \(k^2/4\pi\) with \(k=E/\hbar v_p\). Up to the first excited level this is \(9.45\times10^{10}\) cm\(^{-2}\). In a tilted valley, the map from \((k_x,k_y)\) to \(\mathbf b_\perp\) multiplies areas by \(\hbar^3v_zv_p^2/|\mathbf a|\), since the volume spanned by \(\mathbf a\) and the two in-plane images is the determinant of \(\hbar V\). The corresponding factor for the first valley is \(\hbar^2v_p^2\). Each tilted valley thus holds \(|\mathbf a|/\hbar v_z=3.04\) times as many carriers at the same energy, and all four together hold \(9.5\times10^{11}\) cm\(^{-2}\).

A doping of \(10^{17}\) cm\(^{-3}\) over the 20 nm layer supplies \(2.0\times10^{11}\) cm\(^{-2}\). If all these carriers enter the massless branches at zero temperature, and the crossings of the four valleys lie at the same energy, they fill them to \(57.4\sqrt{2.0/9.5}\) meV, or about 26 meV. At 77 K thermal spreading lowers the chemical potential to about 23 meV. Take a relative permittivity of 400, roughly the room-temperature value for PbTe; it is larger in the cold, which weakens the field. The field of that sheet charge, if all its flux leaves on one side, is then at most about \(9\times10^{-4}\) MV/cm. This is 0.9 percent of \(F/e\), and its effect through \((1-\beta^2)^{3/4}\) is negligible.

Set beside the real material, the parameters imply band-edge masses \(\Delta_0/v^2\) of \(0.28\,m_e\) along the valley axis and \(0.027\,m_e\) across it. These, and a full gap of 0.2 eV, are of the size known for PbTe near 77 K. The inverted side stands for a tin-rich lead-tin telluride. The assumed doping is far from typical there: such alloys commonly contain holes from metal vacancies at densities of the order of \(10^{20}\) cm\(^{-3}\), a thousand times the value used. If a layer with that acceptor density were depleted, with all flux leaving on one side, the peak charge field would scale up to about nine times \(F/e\) at the same permittivity, and would still exceed \(F/e\) if the permittivity were four times larger. Such a field is not uniform, so the condition \(|\beta|=1\) does not apply to it directly; with the flux split between both sides it vanishes at the node. The band bending would nevertheless be comparable to the gap or larger, and the levels found above would be strongly changed. If it were not depleted, the Fermi level would lie deep in the valence band. The levels calculated here therefore apply to a strongly compensated or otherwise low-carrier junction. Strain from lattice mismatch, which can shift the valleys relative to one another, is also left out. The numerical output gives the remaining intermediate values.

## Computed results

```
half-gap on each side: 100 meV
half-width of graded layer: 10 nm
normal velocity: 2.50e+05 m/s; in-plane: 8.00e+05 m/s
band-edge mass, normal: 0.281 m_e; in-plane: 0.0275 m_e
hbar*v_z: 0.1646 eV nm; hbar*v_p: 0.5266 eV nm
mass slope F: 10.0 meV/nm
oscillator length: 4.057 nm
rms half-width of zero mode, from eigenvector: 2.868 nm
linear-mass levels N=0..4 at k=0: 0.00, 57.37, 81.13, 99.36, 114.74 meV
first level N=1 at k=0: 9.191e-21 J
in-plane wave number of example: 0.05 1/nm
linear-mass levels N=0..4 at that k: 26.33, 63.12, 85.30, 102.79, 117.72 meV
largest error of levels against diagonalization: 8.3e-16 eV
chirality, falling and rising junction: -1.0000, 1.0000
mean tau_z sigma_y, k along +x, E>0: 1.0000
linear estimate of highest N, half_gap*half_width/(2 hbar v_z): 3.04
saturated-mass levels N>=1 at k=0: 57.35, 80.90, 97.32 meV
number of bound levels N>=1 with saturation: 3
tilted valleys, hbar*w: 0.4995 eV nm
tilted valleys, linear N=1: 99.95 meV
tilted valleys, saturated levels N>=1: 94.43 meV
mid-gap slope ratio beta assumed: 0.30
mid-gap change from centre to edge: 30 meV
N=1 at k=0 with that slope: 53.45 meV
factor on in-plane velocity of N=0: 0.9539
field that collapses the levels, F/e: 0.100 MV/cm
free-electron coefficient hbar^2/(2 m_e): 0.03810 eV nm^2
its shift of N=0: 1.159 meV; of N=1: 2.221 meV
thermal energy at 77 K: 6.64 meV
thermal energy at 300 K: 25.85 meV
half-gap drift assumed: 0.20 meV/K
mass shift on warming to 300 K: 44.6 meV
displacement of the mass zero on warming: -4.46 nm
smaller half-gap when warm: 55.4 meV
bound levels N>=1 when warm: 54.68 meV
sheet density filling N=0 cone up to N=1: 9.45e+10 cm^-2
doping assumed: 1.0e+17 cm^-3; relative permittivity: 400
doping charge over graded layer: 2.00e+11 cm^-2
field of that charge: 9.05e-04 MV/cm
its slope relative to F: 0.0090
```
